\section*{Surface recombination velocity from a half-Maxwellian balance at an absorbing surface}

\section*{Setting}

Minority carriers diffuse through a semiconductor towards a plane surface that can absorb them. The diffusion equation needs a boundary condition there, written here with a surface recombination velocity $S$. The problem is to find $S$ from the probability $e$ that a carrier is absorbed when it strikes the surface, and to find how far the answer can be trusted.

The axis $x$ points towards the surface. A carrier has velocity $\mathbf c$, with speed $c$ and normal component $c_x$, so arriving carriers have $c_x>0$. The carriers form a non-degenerate gas with isotropic mass $m$ at temperature $T$, and the bands are flat up to the surface. The probability $e$ does not depend on speed or angle. The carrier density is $n$, its equilibrium value is $n_0$, and $J$ is the net particle flux in the $+x$ direction. The normalised Maxwellian is
\begin{equation}
M(\mathbf c)=\left(\frac{m}{2\pi kT}\right)^{3/2}e^{-mc^2/2kT}.
\end{equation}

\section*{(a) The one-way flux}

\textbf{Question.} A gas has the distribution $nM$. Express the flux that crosses a plane from one side in terms of $n$ and the mean speed $v$.

\textbf{Solution.} The two transverse velocity integrals each give one, which leaves
\begin{equation}
\int_{c_x>0}c_x\,nM\,d^3c=n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty c_x e^{-mc_x^2/2kT}dc_x
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=n\sqrt{\frac{kT}{2\pi m}} .
\end{equation}
For the mean speed, $\int_0^\infty c^3e^{-\alpha c^2}dc=1/(2\alpha^2)$ with $\alpha=m/2kT$ gives
\begin{equation}
v=4\pi\left(\frac{m}{2\pi kT}\right)^{3/2}2\left(\frac{kT}{m}\right)^2=\sqrt{\frac{8kT}{\pi m}} .
\end{equation}
Since $\tfrac14\sqrt{8/\pi}=1/\sqrt{2\pi}$, the one-way flux is $nv/4$. The carriers that produce it have density $n/2$, so their mean normal velocity is $(nv/4)/(n/2)=v/2$.

\section*{(b) The balance at the surface}

\textbf{Question.} Let the arriving carriers at the surface have the distribution $aM$ for $c_x>0$, and the leaving ones $bM$ for $c_x<0$. Find the relation between $J$ and $n-n_0$.

\textbf{Solution.} Each half contributes half of its amplitude to the density, and part (a) gives the fluxes:
\begin{equation}
n=\frac{a+b}{2},\qquad J=(a-b)\frac v4 .
\label{eq:half}
\end{equation}
The leaving flux consists of carriers that were not absorbed and carriers emitted thermally by the surface. In equilibrium $a=b=n_0$ and $J=0$, so the emitted flux must replace the absorbed flux $e\,n_0v/4$. I assume that the emission keeps this value when the carriers are out of equilibrium. Division by $v/4$ then gives
\begin{equation}
b=(1-e)a+e\,n_0,\qquad\text{so}\qquad b-n_0=(1-e)(a-n_0).
\end{equation}
Insert this in (\ref{eq:half}):
\begin{align}
n-n_0&=\tfrac12\left[(a-n_0)+(b-n_0)\right]=\frac{2-e}{2}(a-n_0),\\
J&=\left[(a-n_0)-(b-n_0)\right]\frac v4=\frac{e\,v}{4}(a-n_0).
\end{align}
Eliminating $a-n_0$ gives
\begin{equation}
J=S(n-n_0),\qquad S=\frac{e\,v}{2(2-e)} .
\label{eq:S}
\end{equation}
In the diffusion region $J=-D\,dn/dx$, where $D$ is the diffusion coefficient. The boundary condition is therefore $-D\,dn/dx=S(n-n_0)$ at the surface.

\section*{(c) Limits and the largest value}

\textbf{Question.} How does $S$ behave for weak absorption, what is its largest value, and which $e$ belongs to a given $S$?

\textbf{Solution.} For $e\ll1$ the denominator tends to 4 and $S\to ev/4$. The surface hardly disturbs the gas, so the arriving flux is that of a full Maxwellian and a fraction $e$ of it is lost. For larger $e$ the ratio of $S$ to this estimate is $2/(2-e)$. The leaving half is then depleted, so a given density $n$ contains more arriving carriers than leaving ones.

The derivative is
\begin{equation}
\frac{dS}{de}=\frac v2\,\frac{(2-e)+e}{(2-e)^2}=\frac{v}{(2-e)^2}>0 ,
\end{equation}
so the maximum lies at $e=1$, where $S=v/2$. With $n_0$ negligible, no carriers leave, and $S$ is the mean normal velocity of an arriving half-Maxwellian found in part (a). The ceiling thus rests on the assumed shape of the arriving distribution; part (f) shows what happens when that shape is free.

To invert (\ref{eq:S}), write $2S(2-e)=ev$, hence $4S=e(v+2S)$ and
\begin{equation}
e=\frac{4S}{v+2S},\qquad \frac1S=\frac{4}{ev}-\frac2v .
\label{eq:inverse}
\end{equation}

\section*{(d) The same balance from the diffusion distribution}

\textbf{Question.} Replace the two half-Maxwellians by the distribution that underlies diffusion itself, with a relaxation time $\tau(c)$. Does $S$ change?

\textbf{Solution.} The steady kinetic equation is $c_x\,\partial f/\partial x=-(f-nM)/\tau$. To first order in the gradient, $f$ on the left may be replaced by $nM$, so that
\begin{equation}
f=M\left(n-\tau c_x\frac{dn}{dx}\right).
\label{eq:first}
\end{equation}
The first term is even in $c_x$ and carries no net flux. The second gives $J=-D\,dn/dx$ with $D=\int\tau c_x^2M\,d^3c$. Its integrand is even, so each half of velocity space supplies half of $J$. The one-way fluxes are
\begin{equation}
J_{\rm in}=\frac{nv}{4}+\frac J2,\qquad J_{\rm out}=\frac{nv}{4}-\frac J2 .
\label{eq:oneway}
\end{equation}
The surface balance $J_{\rm out}=(1-e)J_{\rm in}+e\,n_0v/4$ becomes
\begin{equation}
e(n-n_0)\frac v4=\frac J2\left[1+(1-e)\right]=\frac{2-e}{2}J ,
\end{equation}
which is (\ref{eq:S}) again. The agreement has a simple cause: solving (\ref{eq:half}) for $a$ gives $a=n+2J/v$, so $av/4$ is the same $J_{\rm in}$ as in (\ref{eq:oneway}).

This agreement does not prove the closure accurate. Take $e=1$, $n_0=0$ and constant $\tau$, for which $D=\tau kT/m$. With $-dn/dx=nv/(2D)$, equation (\ref{eq:first}) reads
\begin{equation}
f=nM\left(1+\frac{m v\,c_x}{2kT}\right).
\end{equation}
Since $2kT/m=\pi v^2/4$, this is negative for $c_x<-\pi v/4$. The true leaving distribution is zero at each velocity, whereas here only its total flux vanishes.

\section*{(e) Current through a layer}

\textbf{Question.} A layer $0<x<W$ ends at the surface $x=W$. A junction holds the excess density at $x=0$ at $n_j$. Neglect recombination inside the layer and find the flux.

\textbf{Solution.} In the steady state $J$ is uniform, so the excess density falls linearly and equals $n_j-JW/D$ at the surface. The boundary condition sets this equal to $J/S$, hence
\begin{equation}
J=\frac{D\,n_j}{W+D/S}.
\label{eq:layer}
\end{equation}
The straight density profile, continued beyond the surface, reaches zero at the distance $D/S$. For constant $\tau$ define the mean free path $\ell=v\tau$. Then $D=\tau kT/m=\pi v\ell/8$, and at $e=1$
\begin{equation}
\frac DS=\frac{2D}{v}=\frac{\pi}{4}\,\ell .
\end{equation}
For $W\gg\ell$ a fully absorbing surface therefore acts nearly as if $S$ were infinite. The finite value matters when $W$ is only several mean free paths. For $W\lesssim\ell$ the diffusion picture no longer holds, and (\ref{eq:layer}) is at best a rough estimate. It does keep a sensible limit: for $e=1$ and $W\to0$ it gives $J=n_jv/2$, the collisionless flux when a half-Maxwellian is injected at $x=0$.

\section*{(f) How good is the closure?}

\textbf{Question.} Keep constant $\tau$ but solve the kinetic equation in a half-space without assuming the shape of $f$ at the wall. On which side of $v/2$ does $S$ lie for $e=1$, and how does the error depend on $e$? Set $n_0=0$.

\textbf{Solution.} Within a few mean free paths of the wall the density departs from the straight line of diffusion. Two velocities must be distinguished: $S_{\rm ex}$ is $J$ divided by the linear density extrapolated to the wall, and $S_{\rm w}$ is $J$ divided by the true wall density. The diffusion boundary condition needs $S_{\rm ex}$.

Let $P=\int c_x^2f\,d^3c$. Multiplying the kinetic equation by $c_x$ and integrating gives $dP/dx=-J/\tau$. The linear density $n_{\rm lin}$ has slope $-J/D=-mJ/(\tau kT)$, so $P$ and $(kT/m)n_{\rm lin}$ have the same slope. They agree deep inside, where (\ref{eq:first}) holds, and therefore also at the wall. For $e=1$ all carriers at the wall are arriving ones. With $\langle\cdot\rangle$ the average over them,
\begin{equation}
S_{\rm w}=\langle c_x\rangle,\qquad S_{\rm ex}=\frac{kT}{m}\,\frac{J}{P}=\frac{kT}{m}\,\frac{\langle c_x\rangle}{\langle c_x^2\rangle}.
\end{equation}
A half-Maxwellian has $\langle c_x^2\rangle=kT/m$ and gives $v/2$ for both. The true arriving carriers had their last collision at a depth $s$ distributed as $e^{-s/c_x\tau}$. Faster ones come from deeper, where the density is higher, so $f/M$ rises with $c_x$. This extra weight at large $c_x$ raises $\langle c_x\rangle$. It also raises $\langle c_x^2\rangle/\langle c_x\rangle$, which is the flux-weighted mean of $c_x$. Hence $S_{\rm ex}<v/2<S_{\rm w}$.

For numbers, the normal velocity was discretised at 80 Gauss--Legendre points in each direction. The solution was written as the linear profile plus modes that decay away from the wall, with coefficients fixed by the boundary condition. The result is $S_{\rm ex}=0.436\,v$ and $S_{\rm w}=0.627\,v$. So $v/2$ is not an upper bound on flux over true wall density, and as a value of $S_{\rm ex}$ it is 15\% above the kinetic result.

For $e<1$, suppose that returned carriers leave as a half-Maxwellian (diffuse return). Add to the fully absorbing solution a uniform equilibrium gas of density $N$. The net flux stays $J$, the arriving flux becomes $J+Nv/4$ and the leaving flux $Nv/4$. The surface condition fixes $N$:
\begin{equation}
\frac{Nv}{4}=(1-e)\left(J+\frac{Nv}{4}\right)\quad\Rightarrow\quad N=\frac{4(1-e)}{ev}J .
\end{equation}
The extrapolated density is now $J/S_{\rm ex}(1)+N$, so that
\begin{equation}
\frac{1}{S_{\rm ex}(e)}=\frac{1}{S_{\rm ex}(1)}+\frac{4(1-e)}{ev}.
\end{equation}
With $S_{\rm ex}(1)=v/2$ this is (\ref{eq:inverse}). For diffuse return in this model the closure thus gives the right dependence on $e$, and its error is a constant in $1/S$. That constant loses weight as $e$ falls and $1/S$ grows. At $e=0.5$ formula (\ref{eq:S}) lies 4.9\% above the kinetic value, and at $e=0.1$ it lies 0.8\% above. For mirror-like return the same numerical method gives 7.6\% and 1.6\%.

\section*{(g) Electrons in a thin silicon layer}

\textbf{Question.} Evaluate the results for electrons in a p-type silicon layer that ends at a contact, as in a short-base diode. Use these rough typical values: $T=300$ K, longitudinal and transverse masses $0.92$ and $0.19$ of the free-electron mass $m_0$, mobility $\mu=800$ cm$^2$/Vs, doping $N_A=10^{17}$ cm$^{-3}$, $W=200$ nm and $n_j=10^{15}$ cm$^{-3}$.

\textbf{Solution.} The isotropic model uses the mean inverse mass,
\begin{equation}
\frac{m_0}{m}=\frac13\left(\frac1{0.92}+\frac2{0.19}\right),\qquad m=0.258\,m_0,\qquad v=2.12\times10^7\ \text{cm/s}.
\end{equation}
With $V_T=kT/q=25.85$ mV, where $q$ is the elementary charge, $D=\mu V_T=800\times0.02585=20.7$ cm$^2$/s. The relaxation time is $\tau=\mu m/q=0.1175$ ps and $\ell=v\tau=24.9$ nm. The layer is about eight mean free paths wide, so diffusion is acceptable. Equations (\ref{eq:S}) and (\ref{eq:layer}) give:

\begin{center}
\begin{tabular}{cccc}
$e$ & $S$ (cm/s) & $D/S$ (nm) & $qJ$ (A/cm$^2$)\\
0.01 & $5.32\times10^4$ & 3890 & 8.1\\
0.1 & $5.57\times10^5$ & 371 & 58\\
0.5 & $3.53\times10^6$ & 58.6 & 128\\
1 & $1.06\times10^7$ & 19.5 & 151
\end{tabular}
\end{center}

The last current is
\begin{equation}
qJ=\frac{(1.602\times10^{-19}\,\text{C})(20.68\ \text{cm}^2/\text{s})(10^{15}\ \text{cm}^{-3})}{(200+19.5)\times10^{-7}\ \text{cm}}=151\ \text{A/cm}^2 .
\end{equation}
At the contact the linear profile has the excess density $J/S=8.9\times10^{13}$ cm$^{-3}$, about 9\% of $n_j$. The true wall density, estimated with the kinetic values of part (f), is lower, about 7\% of $n_j$. With $W$, $D$ and $n_j$ held fixed, infinite $S$ would give 166 A/cm$^2$, which is 9.8\% more than the value at $e=1$. The estimate $S=v/4$ would give 139 A/cm$^2$, which is 8.2\% less. In the other direction, $S=10^5$ cm/s corresponds by (\ref{eq:inverse}) to $e=0.019$: about one arrival in fifty is absorbed.

\section*{(h) What a real contact changes}

\textbf{Question.} Estimate the effects left out of part (g) at $e=1$. Which assumption is the most serious?

\textbf{Solution.} \emph{Wall kinetics.} The kinetic value $0.436\,v=9.2\times10^6$ cm/s lowers the current by 1.3\%. It assumes constant $\tau$; a constant mean free path with elastic, isotropic scattering gives $0.469\,v$ and lowers the current by 0.6\%. A similar correction at the junction is not counted, because $n_j$ is taken as the value of the linear profile at $x=0$. If $n_j$ were instead the true density at a plane that injects a half-Maxwellian, the total reduction for constant $\tau$ would be about 4\%.

\emph{Anisotropic mass.} The one-way flux depends on $2\langle|c_x|\rangle$, which equals the mean speed for an isotropic mass. At a (100) surface one third of the electrons have normal mass $0.92\,m_0$ and two thirds have $0.19\,m_0$. Averaging $\sqrt{8kT/\pi m_x}$ over them, with $m_x$ the normal mass, gives $2.02\times10^7$ cm/s. In the half-Maxwellian closure $S$ then falls by 4.6\%, provided that all valleys share the same amplitudes $a$ and $b$. If instead no electron changed valley within the layer, each valley would carry its own current; with the same $\tau$ in every valley, the total current would be 0.9\% below the value in part (g).

\emph{Field due to injection.} The hole current in the layer is taken as zero, and neutrality makes the hole density $p=N_A+n$. The field that holds the holes back is $E=V_T(dp/dx)/p$. It adds $-\mu nE$ to the electron flux, which multiplies the diffusion flux by $1+n/p$. The average increase is about $n_j/2N_A=0.5\%$.

\emph{Smaller effects, and temperature.} A finite-difference solution with a bulk lifetime of 1 $\mu$s lowers the contact current by 0.0004\%. The ratio of $n_j$ to the effective density of states is $3.6\times10^{-5}$, so degeneracy is negligible. The thermal wavelength $h/\sqrt{2\pi mkT}=8.5$ nm is a third of $\ell$, so the classical picture is only moderately good close to the wall. At 400 K, with the masses unchanged, $v/2$ rises as $\sqrt T$ to $1.22\times10^7$ cm/s.

\emph{Band bending.} A metal on p-type silicon can deplete the surface of holes, and the field then pulls electrons to the contact. Let $\psi(x)$ be the electrostatic potential relative to the flat region and $\psi_s$ its value at the surface. Drift and diffusion together give
\begin{equation}
J=-D\left(\frac{dn}{dx}-\frac{n}{V_T}\frac{d\psi}{dx}\right)=-D\,e^{\psi/V_T}\frac{d}{dx}\left(n\,e^{-\psi/V_T}\right).
\end{equation}
Divide by $D\,e^{\psi/V_T}$, integrate from $0$ to $W$ and set $n(W)=J/S$:
\begin{equation}
J=\frac{D\,n_j}{\displaystyle\int_0^We^{-\psi/V_T}dx+\frac DS\,e^{-\psi_s/V_T}} .
\label{eq:bent}
\end{equation}
For $\psi_s=0.3$ V and relative permittivity 11.7, the depletion width $w=\sqrt{2\varepsilon\psi_s/qN_A}$ is 62 nm, and $\psi$ rises quadratically across it. Numerical integration of (\ref{eq:bent}), with $W$, $n_j$, $\mu$ and $S$ unchanged, raises the current by 43\%. Most of the depleted region no longer resists the flow, and the term with $S$ is suppressed by $e^{-\psi_s/V_T}$. The figure is an estimate: the peak field $2\psi_s/w=96$ kV/cm far exceeds the 10 kV/cm at which an electron gains $kT$ in one mean free path, so constant mobility is not justified there. The sharp depletion edge is also an approximation. With the gradual tail of holes at that edge included, the increase is 56\% at constant mobility. It drops to 36\% if the mobility is also reduced to $\mu/(1+\mu|E|/v_s)$ with $v_s=10^7$ cm/s, and $D$ in proportion. Equation (\ref{eq:bent}) at constant mobility overstates the gain, because $\mu|E|$ reaches more than three times $v$ near the surface. The constant-$\tau$ kinetic equation of part (f), with the field added, gives an increase of only about 29\% for the sharp edge and about 43\% for the gradual one. Heavy p-type doping beneath the contact acts the other way inside the doped layer: there $\psi<0$, so $e^{-\psi/V_T}>1$ and that layer adds more to the integral in (\ref{eq:bent}). If $\psi$ stays negative all the way to the surface, the term with $S$ grows as well, and the current falls.

Of the effects estimated here, band bending is by far the largest. The values in part (g) describe a contact with flat bands. For a real contact, the potential near the surface has to be known before a measured current can be turned into a value of $e$. Even then the current must still depend on $e$. In (\ref{eq:bent}) with $\psi_s=0.3$ V it hardly does: between $e=0.01$ and $e=1$ the current changes by less than 0.1\%, so such a measurement cannot determine $e$ in that range. The current begins to respond only at much smaller $e$ (about 2\% at $e=10^{-4}$), where the surface density $J/S$ exceeds $N_A$ and the electrons themselves change $\psi$.

All numerical values are calculated from the stated model.
